Aligned dopant-vacancy dipoles and the saturating internal bias of a ferroelectric film

A ferroelectric film contains N dopant-vacancy dipoles per volume, each with two orientations along the polar axis. The film is left in a stored state of polarization P and macroscopic field E_s until the dipoles have equilibrated. Their mean alignment m and the internal bias field E_b that they then exert on the host are

m = tanh[p(E_s + 4πγP)/k_BT],

E_b = 4πγNp m, |E_b| < 4π|γ|Np.

Here p is half the change of dipole moment on reorientation, and γ is a dimensionless number that measures how strongly the host polarization acts on a dipole. The algebra is in atomic units, with 4πε₀ = 1, so that 4πγP stands for γP/ε₀ in SI. I write κ = 4πγ below. The field E_b shifts the hysteresis loop by −E_b, provided the loop is measured much faster than the dipoles reorient. If they follow the sweep, the loop is centred and there is no imprint.

Consider first one defect. The dopant is fixed, and a vacancy of charge q sits at z = +d/2 or z = −d/2 along the polar axis. In a field F the energy of the charge is −qzF, so the two orientations, labelled σ = +1 and σ = −1, have energies

U(σ) = −σpF, p = qd/2,

and U(−) − U(+) = qdF = 2pF. The fixed charges contribute equally to both energies and cancel. This matters because a trivalent dopant paired with a doubly charged vacancy carries a net charge, and the dipole moment of a charged object depends on the origin. The difference between the two orientations does not.

The field F is not the macroscopic field E alone, since the displaced ions of a polarized host make one vacancy site more favourable than the other. Suppose that the unpolarized reference phase has a symmetry operation that exchanges the two sites while reversing P and E. The energy difference Δ(P,E) = U(−) − U(+) then obeys Δ(−P,−E) = −Δ(P,E), so its expansion contains odd terms only. To linear order

Δ = 2p(E + κP), hence F = E + κP.

The second coefficient defines γ. It is a property of the defect site, may have either sign, and need not equal the value 1/3 of a cubic Lorentz cavity. Cubic terms in P are neglected. The mean energy of the two orientations is even under the same operation. Its part that depends on P alone is absorbed into the host energy, and any terms in PE and E² are neglected.

At fixed P and E, and for dipoles that do not interact directly, the Boltzmann weights of the two orientations are e^(x) and e^(−x), with x = pF/k_BT. Therefore

m = (e^x − e^(−x))/(e^x + e^(−x)) = tanh x.

To find how the dipoles act back on the host, let f(P) be the host energy density, with P the polarization apart from the reorientable dipoles. At fixed E the enthalpy density is

g(P,m;E) = f(P) − EP − Npm(E + κP) − Nk_BT s(m),

s(m) = −[(1+m)/2] ln[(1+m)/2] − [(1−m)/2] ln[(1−m)/2].

The third term is the sum of the dipole energies, and s is the mixing entropy per dipole in units of k_B. Differentiating s, the constants −1/2 and +1/2 from the two logarithmic terms cancel, leaving

ds/dm = −(1/2) ln[(1+m)/(1−m)] = −artanh m.

The condition ∂g/∂m = 0 thus reads

−Np(E + κP) + Nk_BT artanh m = 0,

which is again m = tanh x. The condition ∂g/∂P = 0 gives

f′(P) = E + κNpm.

The same product κPm that lets the polarization align the dipoles lets the aligned dipoles act on the polarization. Without dipoles the host obeys f′(P) = E. With m held constant it obeys the same equation with E replaced by E + E_b, where E_b = κNpm. Its response is therefore P_host(E + E_b), whatever the form of f. A host that switches at ±E_c now switches when E + E_b = ±E_c, or at the applied fields

E_c+ = E_c − E_b, E_c− = −E_c − E_b.

A positive E_b makes it harder to leave the positive state and easier to return to it. The dipoles also add the constant Npm to the total polarization. When the loop is plotted against the field E inside the film, this is a vertical offset and not a field shift.

The result changes if the dipoles remain in equilibrium during the sweep. Summing over both orientations replaces the dipole terms in g by −Nk_BT ln(2 cosh x), so that

g_eq(P;E) = f(P) − EP − Nk_BT ln{2 cosh[p(E + κP)/k_BT]}.

Since f and cosh are even, g_eq is unchanged when P and E are reversed together. Each branch of the loop is then the mirror image of the other, and the loop is centred. The derivative of the last term still gives a force κNp tanh x on the host, but that force now changes sign with the state. Imprint by dipoles needs memory in m; their presence alone is not enough.

For the alignment of a stored state there are two simple limits. Take E_s = 0 first. When |κpP| is much less than k_BT, tanh x ≈ x and

E_b ≈ N(κp)²P/k_BT.

The coupling enters twice, once to align the dipoles and once to transmit their action to the host. When |κpP| is much greater than k_BT, and P > 0,

|m| ≈ 1 − 2e^(−2|x|), |E_b| → |κ|Np.

The bias saturates because every dipole already points the favourable way. It saturates as a function of P or of 1/T; at full alignment it still grows in proportion to N and to |γ|. At E_s = 0 the product κ tanh(κpP/k_BT) is even in κ, so the bias favours the stored state for either sign of γ.

A storage field can alter that conclusion. In a capacitor with imperfect screening, E_s opposes P. For P > 0 and E_s < 0, a negative γ gives m < 0 and hence E_b > 0. A positive γ gives E_b > 0 only if κP exceeds |E_s|, that is, if

γ > |E_s|/(4πP).

For a smaller positive γ the storage field wins, the dipoles turn against the polarization, and E_b changes sign: plotted against the field inside the film, the loop then favours the opposite state. In the weak-alignment limit this reversed bias is κNp²(κP − |E_s|)/k_BT. As a function of κ its most negative value lies at κ = |E_s|/(2P), halfway to the threshold. This reversal does not carry over to the loop against applied voltage when E_s is a depolarizing field that follows the total polarization, E = E_app − β(P + Npm) with β > 0. The host then obeys f′(P) + βP = E_app + (κ − β)Npm, so the shift is (κ − β)Npm. In storage at E_app = 0 the local field is F = (κ − β)P − βNpm, so m has the sign of (κ − β)P. The shift therefore has the sign of P and favours the stored state for any γ.

The time scale follows from the hopping rates. Let the saddle lie midway between the sites, at energy E_a above the mean of the two site energies. A vacancy leaving the σ = −1 site starts at energy +pF and has to climb E_a − pF; the reverse hop has to climb E_a + pF. With attempt rate ν, the rates into the two orientations are

w± = ν exp[−(E_a ∓ pF)/k_BT].

The fraction (1+m)/2 gains w₊(1−m)/2 and loses w₋(1+m)/2 per unit time. Multiplying by two,

dm/dt = (w₊ − w₋) − (w₊ + w₋)m.

The stationary value is (w₊ − w₋)/(w₊ + w₋) = tanh x, as it must be, and the relaxation time is

τ = 1/(w₊ + w₋) = exp(E_a/k_BT)/(2ν cosh x).

Suppose that the aged film, with alignment m₀, is switched to the opposite state at t = 0, and that F changes sign at unchanged magnitude. The new equilibrium is −m₀, so

m(t) = −m₀ + 2m₀e^(−t/τ).

The old bias vanishes at t = τ ln 2, and afterwards the dipoles support the new state.

For a worked example take a film 10 nm thick with remanent polarization P_r = 20 uC/cm2 and coercive field E_c = 1 MV/cm, stored under E_s = −0.3 MV/cm. The vacancy has charge 2e and hops 0.15 nm along z, so p = 0.15 e nm. The remaining inputs are N = 0.5 nm⁻³, γ = 0.01, E_a = 1 eV and ν = 10¹³ s⁻¹. The host is described by

f(P) = a[−P²/2 + P⁴/(4P_r²)], f′(P) = a(−P + P³/P_r²).

At zero field f′ vanishes at P = P_r. The positive branch ends where f″ = 0, at P = P_r/√3, and there f′ = −2aP_r/(3√3). Setting this equal to −E_c gives aP_r = (3√3/2)E_c = 2.60 MV/cm.

The polarization part of the local field at P_r is κP_r = 2.26 MV/cm. The stored polarization is slightly different from P_r, because both E_s and E_b act on it. It must satisfy f′(P) = E_s + E_b together with the alignment formula, and the joint solution at 300 K is P = 19.2 uC/cm2. The local field is then

F = −0.30 + 2.26 × 19.2/20 = 1.87 MV/cm.

The orientations are split by 2pF = 0.0561 eV, while k_BT = 0.02585 eV. Thus x = 0.0561/(2 × 0.02585) = 1.085 and m = tanh 1.085 = 0.795. Had P been set to P_r, the alignment would have been 0.813, so the correction from self-consistency is about 2 %. With the saturation bias κNp = 0.136 MV/cm,

E_b = 0.1357 × 0.795 = 0.108 MV/cm,

or 0.00108 V/angstrom. If the whole applied voltage drops across the 10 nm film, the voltage shift has a magnitude of 0.108 V. If E_s is instead a depolarizing field that stays proportional to the total polarization, the constant dipole part Npm = 0.96 uC/cm2 offsets about 0.3 × 0.96/20.2 = 0.014 MV/cm of the shift, which leaves 0.094 V. As a check on the polarization, P/P_r = 0.961 gives f′ = 2.60 × (−0.961 + 0.888) = −0.19 MV/cm, which agrees with E_s + E_b = −0.300 + 0.108 MV/cm.

The approach to saturation is seen by prescribing P at E_s = 0 and 300 K. For P = 5, 10, 20, 40 and 80 uC/cm2 the bias is 0.043, 0.078, 0.117, 0.134 and 0.136 MV/cm. The first doubling of P nearly doubles the bias; the last changes it by about 1 %. These numbers also show the sensitivity to γ. Doubling γ at P = 20 uC/cm2 gives the alignment found at 40 uC/cm2 and doubles the prefactor, so the bias becomes 2 × 0.134 = 0.27 MV/cm. Halving γ gives 0.078/2 = 0.039 MV/cm. At E_s = 0 the bias depends on p in the same way as on γ, because only their product enters. In this point-charge description the charge and the hop length give p, whereas γ has to be found for each defect by computing the energies of its two orientations in the polarized crystal.

The threshold for a reversed bias, evaluated at P_r, is γ = 0.3/(4π × 17.98) = 0.00133, where 17.98 MV/cm is P_r in field units, namely 2.259/(4π × 0.01). At γ = 0.001 the bias is indeed negative, but its magnitude is only 0.0006 MV/cm. For these parameters the reversed case is a matter of principle, and if E_s is a depolarizing field proportional to the total polarization, the voltage shift at this γ still favours the stored state, by about 0.0003 V.

At 300 K the reorientation time is

τ = e^(38.7)/(2 × 10¹³ × cosh 1.085) s ≈ 1.9 × 10³ s.

After the opposite state is written, the bias passes through zero at 0.69τ, or about 1.3 × 10³ s. This estimate holds |F| fixed. Just after reversal the old bias opposes the new state and lowers |P|: linear response about P_r, with f″(P_r)P_r = 2aP_r = 5.2 MV/cm, gives a reduction of 2 × 0.108/5.2, or 4 % of P_r. The curvature of f is smaller below P_r, and solving f′(P) exactly gives 5 %. This lowers |F| by about 6 % and lengthens τ by about 5 %; with P kept self-consistent during the relaxation the zero crossing moves to about 1.4 × 10³ s.

At 358 K, with the other inputs unchanged, the alignment falls to 0.72 and the bias to 0.098 MV/cm, while τ drops to 4.2 s. Heating therefore lowers the final bias modestly but brings it on several hundred times sooner. The barrier dominates any prediction of the time: at 300 K an error of 0.1 eV in E_a multiplies τ by e^(0.1/0.02585), nearly 50.

The distinction between frozen and mobile dipoles was tested by sweeping the field between ±2 MV/cm, letting the dipoles hop at the rates w± and letting P follow the nearest local minimum of g. With a loop period of 1 ms the host switches at −1.108 and +0.894 MV/cm. The centre is at −0.107 MV/cm, in agreement with −E_b within the field step of 0.002 MV/cm. When 10⁵ s are spent at each field step, far longer than the largest relaxation time of about 3 × 10³ s at F = 0, the centre is at 0.000 MV/cm.

The stepped slow loop has a half width of 1.028 MV/cm. About 0.004 MV/cm of this comes from the finite field step, in which m is updated once per step; as the step is refined the half width tends to 1.024 MV/cm, where the positive minimum of g_eq disappears. This excess over E_c is due to the dipoles. The branch ends at P = 0.596 P_r, slightly above P_r/√3, so F ≈ −1.024 + 2.26 × 0.596 = 0.32 MV/cm. The dipoles still lean towards the positive state, with m ≈ 0.185, and hold it with a field of 0.185 × 0.136 ≈ 0.025 MV/cm. By symmetry they do the same on the negative branch. Mobile dipoles thus widen this loop without shifting it.

For retention, a simple measure is the distance from the storage field, held fixed, to the nearest switching field. It leaves out thermally activated nucleation and the weakening of a depolarizing field as P falls. Without dipoles each state has a margin of 1.0 − 0.3 = 0.7 MV/cm. With dipoles frozen in the positive orientation, the positive state has 1.108 − 0.3 = 0.81 MV/cm. A freshly written negative state, whose depolarizing field is +0.3 MV/cm, has 0.892 − 0.3 = 0.59 MV/cm. The stored state has become safer at the expense of the other. The same asymmetry appears in energy. At E = 0 the term −E_bP lowers the positive state by about P_rE_b and raises the negative one by as much, so they differ by

2P_rE_b = 0.027 eV/nm3.

The polarization, coercive field and thickness above are rough typical values for lanthanum-doped hafnia films. The dipole density corresponds to 1.7 % of the cations. Since one doubly charged vacancy compensates two trivalent dopants, this takes a doping level of about 3.4 %, with every vacancy bound to a dopant in one of the two sites. The values of γ, d and E_a are round model parameters, not data for that material. The hop length matters: in an ideal fluorite lattice with the polar axis along a cube edge, a nearest-neighbour oxygen hop along that axis is about 0.25 nm, and with the other inputs unchanged this would roughly double the bias, to 0.22 MV/cm. The Landau curve implies a relative permittivity of 44.5, somewhat above a rough value of 30 for such films. Real films are polycrystalline and switch by nucleation and domain motion. Nucleation alone does not spoil the shift: for uniform frozen m and a polar axis along the applied field, the dipoles enter through −E_bP, which acts on the host like an applied field. In a tilted grain only the component of the applied field along the polar axis counts, so the shift differs from grain to grain. If the film is aged with both domain orientations present, however, the two kinds of region acquire biases of opposite sign for the parameters used here, and regions that switch independently give a superposition of two loops shifted in opposite directions.

Real capacitors also trap charge at their interfaces, which the model omits. An assumed sheet of 5 × 10¹² cm⁻² across an interface layer 0.5 nm thick, of relative permittivity 10, shifts the loop by 0.045 MV/cm. This is about 40 % of the dipole bias, and it adds or subtracts according to the sign and place of the charge. It is a separate estimate of size: without further compensating charge, such a layer would also cause a depolarizing field of about 1.1 MV/cm at the stored polarization, well above the 0.3 MV/cm of the worked example. A measured shift therefore cannot be assigned to dipoles from its size alone.

The model also omits the random fields of charged defects, and these are not small. A trivalent dopant bound to a doubly charged vacancy has net charge +e, and the second dopant that compensates it has charge −e. With 0.5 nm⁻³ of each, about four such charges lie within 1 nm of a given dipole. At a relative permittivity of 30, a single one at 1 nm produces a field of 0.48 MV/cm, a quarter of the local field of 1.87 MV/cm. A symmetric spread of fields about a positive F lowers the mean of tanh x, so the alignment of 0.795 and the bias of 0.108 MV/cm apply to a film without this disorder. If the charges sat independently at random, no closer than 0.36 nm, their combined field along the polar axis would have a root mean square of about 1.6 MV/cm, comparable with F, and the alignment would fall to about 0.6. Correlated positions would change this estimate.

The remaining effects considered here are smaller. Neighbouring dipoles, placed at random no closer than 0.36 nm and screened by a relative permittivity of 30, produce a mean field of 0.12 MV/cm and a random field whose half quartile range is 0.16 MV/cm. The mean field alone would raise the alignment from 0.795 to 0.82, and the spread of the random field lowers it again to 0.80, so the small net change is partly a cancellation. This is an estimate of size, since it treats the surroundings as a continuum and ignores correlated positions. If heating to 358 K also lowers P by 10 %, at the same E_s, the bias there becomes 0.090 instead of 0.098 MV/cm. Tunnelling of an oxygen ion through a parabolic barrier 1 eV high and 0.26 nm wide carries an exponent of 357, against 38.7 for thermal activation at 300 K, so the hop is thermal. The peak sweep field of 2 MV/cm is half of a rough breakdown field of 4 MV/cm. The main values are listed in the numerical output below.

Computed results

```
Input remanent polarization: 20 uC/cm2
Input host coercive field: 1 MV/cm
Input storage field: -0.3 MV/cm
Input coupling gamma: 0.01
Input vacancy charge: 2 e
Input hop length along z: 0.15 nm
Input dipole density: 0.5 nm^-3
Input film thickness: 10 nm
Input hop barrier: 1 eV
Input attempt rate: 1e+13 1/s
Dipole p: 0.15 e nm
Share of cations (29 per nm3, rough): 1.7 %
Host permittivity from Landau curve: 44.5
Polarization part of local field at P_r: 2.259 MV/cm
Stored polarization, 300 K: 19.22 uC/cm2
Local field in stored state, 300 K: 1.87 MV/cm
Orientation splitting 2pF, 300 K: 0.0561 eV
Thermal energy, 300 K: 0.02585 eV
Alignment m, 300 K: 0.7951
Alignment m with P = P_r, 300 K: 0.8133
Saturation bias: 0.1357 MV/cm
Internal bias, 300 K: 0.1079 MV/cm
Internal bias, 300 K, converted: 0.001079 V/angstrom
Voltage shift, 300 K: 0.1079 V
Alignment m, 358 K: 0.7196
Internal bias, 358 K: 0.09766 MV/cm
Reorientation time, 300 K: 1.91e+03 s
Reorientation time, 358 K: 4.15 s
Bias zero crossing after reversal, 300 K: 1.32e+03 s
Fast loop period: 0.001 s
Fast loop lower switching field: -1.108 MV/cm
Fast loop upper switching field: 0.894 MV/cm
Fast loop centre: -0.107 MV/cm
Slow loop time per field step: 1e+05 s
Slow loop centre: 0.000 MV/cm (magnitude)
Slow loop half width: 1.028 MV/cm
Frozen energy separation of states: 0.0269 eV/nm3
Threshold gamma for bias reversal: 0.00133
Bias at gamma = 0.001, P = P_r, 300 K: -0.000583 MV/cm
Bias at E_s=0, 300 K, P=5 uC/cm2: 0.0429 MV/cm
Bias at E_s=0, 300 K, P=10 uC/cm2: 0.0781 MV/cm
Bias at E_s=0, 300 K, P=20 uC/cm2: 0.1173 MV/cm
Bias at E_s=0, 300 K, P=40 uC/cm2: 0.1343 MV/cm
Bias at E_s=0, 300 K, P=80 uC/cm2: 0.1357 MV/cm
Random dipole field, half quartile range: 0.16 MV/cm
Mean field of other dipoles: 0.12 MV/cm
Alignment with dipole fields, 300 K: 0.8
Trapped charge assumed (rough): 5e+12 cm^-2
Bias from trapped charge: 0.045 MV/cm
Bias at 358 K if P falls by 10 %: 0.0902 MV/cm
Tunnelling exponent of oxygen hop: 357
Thermal exponent of hop, 300 K: 38.7
Peak sweep field: 2 MV/cm
Peak field / breakdown (4 MV/cm, rough): 0.5
```
